# Level shifts change smeared self-consistent solutions

Suppose that a calculation with Fermi smearing has converged only after a level shift was switched on. The density has stopped changing, and one must decide whether to report the energy as it stands or to remove the shift and continue. If the shift affects only the path to the solution, the work is finished. If it also affects the solution, the reported energy belongs to another problem.

The belief that the work is finished rests on a sound result for integer occupations. With occupations made fractional by smearing it generally fails, and the equation that has been solved instead can be written down.

## Why the belief is tempting

Take a real orthonormal basis of spin orbitals. The density matrix \(D\) is symmetric, has eigenvalues \(n_i\) between 0 and 1, and satisfies \(\mathrm{Tr}\,D=N\). The Fock matrix \(F\) is defined by \(dE=\mathrm{Tr}(F\,dD)\). A level shift \(b>0\) replaces \(F\) by \(F-bD\), which lowers occupied orbitals. Raising the empty ones through \(F+b(1-D)\) differs from this by the constant \(b\), which the chemical potential absorbs. A shift applied by orbital index, to every orbital above the \(N\)-th, is the same thing for integer occupations but leads to a different equation under smearing; what follows concerns the form \(F-bD\).

A stationary state with integer occupations satisfies \([F,D]=0\). Since \(D\) commutes with itself,
\[
[F-bD,\,D]=[F,D],
\]
so the condition is the same with and without the shift. If the occupied levels are the lowest ones and lie below the empty levels by a gap \(g\), the shift lowers them all by \(b\). The gap becomes \(g+b\), the same orbitals are filled, and \(D\) is reproduced.

One qualification is needed even here. Suppose that an occupied orbital lies above an empty one by \(g<b\). The shift puts it below, so this inverted state also reproduces itself. To see whether it survives a disturbance, hold \(F\) fixed, with the empty level at 0 and the occupied one at \(g\), and rotate the occupied orbital by a small angle \(\theta\) toward the empty one. To first order, in the order (empty, occupied),
\[
F-bD=\begin{pmatrix}0&-b\theta\\-b\theta&g-b\end{pmatrix}.
\]
Write the new occupied eigenvector as \((\theta',1)\), with eigenvalue \(g-b\). The first row gives \(-b\theta=(g-b)\theta'\), hence \(\theta'=b\theta/(b-g)\), which is larger than \(\theta\). For \(g=0.5\) eV and \(b=2\) eV the angle grows by a factor 1.33 per step. At fixed \(F\) the inverted state is a fixed point, but an unstable one. If \(F\) responds to the rotation with an off-diagonal element \(\kappa\theta\), the first row becomes \((\kappa-b)\theta=(g-b)\theta'\), so \(\theta'=(b-\kappa)\theta/(b-g)\). For \(g<\kappa<2b-g\) the angle shrinks, and the shifted iteration can then settle on the inverted state.

## What changes with smearing

Let \(T\) denote the smearing energy \(kT\), and let
\[
f(X)=\left[1+e^{(X-\mu)/T}\right]^{-1},
\]
with \(\mu\) set by the electron number. The intended solution is \(D=f(F)\). The shifted iteration \(D_{\rm new}=f(F-bD)\) can stop only where
\[
D=f(F-bD).
\]
Here \(D\) is a function of \(F-bD\) and commutes with it, hence also with \(F\). In the common eigenvectors, with \(e_i\) the eigenvalues of \(F\),
\[
n_i=f(e_i-bn_i).
\]
Each level is lowered in proportion to its own occupation. Could the same \(D\) also satisfy \(n_i=f(e_i)\), perhaps with another chemical potential \(\mu'\)? At \(T>0\) the Fermi function is strictly monotonic, so its arguments would have to agree: \(e_i-bn_i-\mu=e_i-\mu'\). Then \(bn_i=\mu'-\mu\) for every \(i\), and all occupations would be equal. Apart from that trivial case, the shift changes the solution.

The integer result is recovered when \(T\) is far below the gap. The Fermi function is then flat at all the levels, and moving its argument has no visible effect. An evenly filled degenerate shell between such gaps also remains a solution, because its equal occupations are fixed by the electron number.

The commutator \([F,D]\), if used as a measure of convergence, vanishes at the shifted solution too. It cannot reveal the error. The difference \(D-f(F)\) can.

## The functional that is made stationary

Define the entropy in units of \(k\), the free energy, and a measure of fractional occupation:
\[
S=-\mathrm{Tr}[D\ln D+(1-D)\ln(1-D)],
\]
\[
\Omega=E-TS,\qquad Q=\mathrm{Tr}(D-D^2)=\sum_i n_i(1-n_i).
\]
Consider
\[
A_b=\Omega+\frac b2\,Q=\Omega-\frac b2\,\mathrm{Tr}\,D^2+\frac{bN}{2}.
\]
At fixed \(N\) the last term is constant, so the addition to \(\Omega\) is the concave term \(-\tfrac b2\mathrm{Tr}\,D^2\).

For a smooth function \(u\), the cyclic property of the trace gives \(d\,\mathrm{Tr}\,u(D)=\mathrm{Tr}[u'(D)\,dD]\). Therefore
\[
dS=-\mathrm{Tr}\left[\ln\frac{D}{1-D}\,dD\right],\qquad dQ=\mathrm{Tr}[(1-2D)\,dD].
\]
With a multiplier \(\lambda\) for the electron number, stationarity of \(A_b\) reads
\[
F+T\ln\frac{D}{1-D}+b\left(\tfrac12-D\right)=\lambda .
\]
Set \(\mu=\lambda-b/2\) and solve for the logarithm:
\[
\ln\frac{D}{1-D}=-\frac{F-bD-\mu}{T}
\quad\Longrightarrow\quad D=f(F-bD).
\]
The shifted iteration thus seeks stationary points of \(A_b\), not of \(\Omega\).

The penalty \(\tfrac b2\mathrm{Tr}(D-D^2)\) has the form of the rotationally invariant Hubbard correction \(\tfrac U2\mathrm{Tr}(n-n^2)\). There, \(n\) is the occupation matrix of a chosen localized subspace and \(U\) represents an interaction. Here the penalty acts on the whole orbital space, and its strength was chosen to help convergence.

## In what sense occupations move toward integers

Let \(D_1\) and \(D_2\) be global minimizers of \(A_b\) for shifts \(0\le b_1<b_2\). Each is at least as good as the other at its own shift:
\[
\Omega_1+\tfrac{b_1}{2}Q_1\le\Omega_2+\tfrac{b_1}{2}Q_2,
\]
\[
\Omega_2+\tfrac{b_2}{2}Q_2\le\Omega_1+\tfrac{b_2}{2}Q_1 .
\]
Adding the two gives \((b_2-b_1)(Q_2-Q_1)\le0\), so \(Q_2\le Q_1\). The first inequality then gives \(\Omega_2-\Omega_1\ge\tfrac{b_1}{2}(Q_1-Q_2)\ge0\). A larger shift cannot raise the total fractionality or lower the true free energy. The argument concerns global minimizers and the sum \(Q\), not each occupation separately.

The size of the error follows along a smooth branch of solutions. Because \(A_b\) is stationary in \(D\), only its explicit dependence on \(b\) contributes, and \(dA_b/db=Q/2\). Differentiating \(\Omega=A_b-\tfrac b2Q\) gives
\[
\frac{d\Omega}{db}=\frac Q2-\frac Q2-\frac b2\frac{dQ}{db}=-\frac b2\frac{dQ}{db}.
\]
For small \(b\) the error in \(\Omega\) is therefore quadratic, about \(-\tfrac{b^2}{4}\,dQ/db\). The energy \(E=\Omega+TS\) has no such protection, since \(S\) generally changes at first order.

## A chain with three electrons

Take spinless electrons on an open chain of six sites in the Hartree-Fock approximation:
\[
E=\sum_{ij}h_{ij}D_{ij}+V\sum_{i=1}^{5}\left(D_{ii}D_{i+1,i+1}-D_{i,i+1}^2\right).
\]
The site energies rise from 0 to 0.5 eV in steps of 0.1 eV, the matrix element of \(h\) between neighbours is \(-0.5\) eV, and \(V=0.3\) eV. There are three electrons and \(T=0.15\) eV. The shifted equation was iterated numerically from the Fermi density of \(h\) until no element of \(D\) changed by more than \(10^{-11}\). The third and fourth occupations and the energies are:

| \(b\) (eV) | \(n_3\) | \(n_4\) | \(Q\) | \(E\) (eV) | \(\Omega\) (eV) |
|---|---|---|---|---|---|
| 0 | 0.879 | 0.124 | 0.229 | −0.779 | −0.904 |
| 0.2 | 0.931 | 0.071 | 0.138 | −0.816 | −0.900 |
| 0.4 | 0.964 | 0.037 | 0.074 | −0.840 | −0.891 |
| 2.0 | 1.000 | 0.000 | 0.000 | −0.865 | −0.865 |

At \(b=2\) eV the free energy lies 0.039 eV above the unshifted one, and \(E\) lies 0.086 eV below its unshifted value. The term \(TS=E-\Omega\) has fallen from 0.125 eV to 0.0005 eV. The smearing is still set to 0.15 eV in the input, but the shift has nearly cancelled its effect.

The row for \(b=0.4\) eV shows the mechanism. Subtracting the occupation equations of levels 3 and 4 gives
\[
e_4-e_3+b(n_3-n_4)=T\left[\ln\frac{n_3}{1-n_3}-\ln\frac{n_4}{1-n_4}\right].
\]
The gap of \(F\) is 0.613 eV, so the left side is \(0.613+0.4\times0.927=0.984\) eV. The right side is \(0.15\times(3.291+3.268)=0.984\) eV. The occupations respond to a gap of 0.984 eV that \(F\) does not have. The gap of \(F\) itself has grown by only 0.022 eV from its unshifted value of 0.591 eV. The largest element of \(D-f(F)\) is 0.035, although the iteration has converged.

The quadratic estimate can be tried at \(b=0.2\) eV. The mean slope of \(Q\) is \((0.1375-0.2293)/0.2=-0.459\) per eV, which gives \(0.01\times0.459=0.0046\) eV. The computed error in \(\Omega\) is 0.0044 eV, while \(E\) has already moved by 0.037 eV. The mean slope stands in here for the slope at \(b=0\). The slope is far from constant, with a mean of \((0.0737-0.1375)/0.2=-0.319\) per eV between 0.2 and 0.4 eV, so the closeness of the two numbers depends on this choice.

## Beyond four times the smearing energy

Now hold \(F\) fixed. The occupation equation can be written as
\[
e-\mu=bn-T\ln\frac{n}{1-n},
\qquad
\frac{de}{dn}=b-\frac{T}{n(1-n)}\le b-4T,
\]
because \(n(1-n)\le\tfrac14\). If \(b<4T\), the right side of the first equation falls steadily with \(n\). Each level then has one occupation for a given \(\mu\), and the electron number fixes \(\mu\) uniquely. At half filling the slope is
\[
\frac{dn}{de}=-\frac{1}{4T-b},
\]
compared with \(-1/(4T)\) for the plain Fermi function. Near half filling the shift acts as a reduced smearing energy \(T-b/4\). For \(T=0.15\) eV and \(b=0.4\) eV this is 0.05 eV.

If \(b>4T\), the curve turns back, and a level near half filling can have three occupations at the same \(\mu\). For \(T=0.15\) eV this fixed-\(F\) threshold is \(4T=0.6\) eV, or 0.022 hartree.

Two degenerate levels sharing one electron show what follows. Put \(n_{1,2}=(1\pm m)/2\) and subtract their occupation equations:
\[
bm=T\ln\frac{(1+m)^2}{(1-m)^2}=4T\,\mathrm{artanh}\,m,
\qquad m=\tanh\frac{bm}{4T}.
\]
The solution \(m=0\) always exists, so a half-filled pair can remain stationary at any shift. Above \(b=4T\) a split solution appears as well. With \(T=0.15\) eV and starting occupations 0.6 and 0.4, the iteration returns to \(m=0\) at \(b=0.5\) eV but goes to \(m=0.859\) at \(b=0.9\) eV. Nothing in \(F\) distinguishes the two orbitals; the starting density has selected one.

For a dense band the consequence is stronger. Moving a small charge \(\delta\) from level \(i\) to level \(j\) changes \(A_b\) at second order by \(\tfrac12\delta^2(c_i+c_j)\), where \(c=T/[n(1-n)]-b\). In a minimum \(c_i\) and \(c_j\) cannot both be negative, so at most one level can have \(n(1-n)>T/b\). This holds at fixed \(F\). When \(F\) responds to the density, the curvature of \(E\) is added, and a repulsive response can weaken or remove the restriction.

Take seven fixed levels 0.05 eV apart, with an average of 3.5 electrons and \(T=0.15\) eV. Their Fermi occupations run from 0.731 to 0.269, and for all seven \(n(1-n)\) is at least \(0.731\times0.269=0.197\), above the bound \(T/b=0.075\) that belongs to \(b=2\) eV. After iteration with that shift, started from these Fermi occupations, three levels are filled to better than 0.998, the middle one is half filled, and three are nearly empty. The smeared Fermi edge has become a step. The shifted equation also has solutions in which a different level is half filled, and a start that is diagonal in the levels can end in one of them. They are not minima of \(A_b\). In each, some level is occupied more than a lower one, and rotating these two orbitals into each other lowers \(\mathrm{Tr}(FD)\) while \(S\) and \(Q\) stay the same.

## Keeping the shift but not its error

The shift may be kept for the orbitals if it is left out of the occupations. Diagonalize \(F-bD\) to obtain orbitals \(|i\rangle\), and fill them according to
\[
n_i=f(\langle i|F|i\rangle).
\]
At a fixed point, \((F-bD)|i\rangle=\lambda_i|i\rangle\) and \(D|i\rangle=n_i|i\rangle\). Hence \(F|i\rangle=(\lambda_i+bn_i)|i\rangle\), the energies used for filling are the eigenvalues of \(F\), and \(D=f(F)\). Conversely, if \(D=f(F)\), the shifted eigenvalues are \(e-bf(e)\). Their derivative with respect to \(e\) is \(1+bn(1-n)/T>0\), so distinct levels stay distinct and the diagonalization returns eigenvectors of \(F\).

The damping of orbital rotations survives. Let \(D\) and \(F\) acquire small elements \(d_{ij}\) and \(\delta F_{ij}\) between two levels with \(e_j>e_i\). First-order perturbation theory for the eigenvectors of \(F-bD\) gives the next element
\[
d'_{ij}=\frac{(n_i-n_j)(b\,d_{ij}-\delta F_{ij})}{e_j-e_i+b(n_i-n_j)} .
\]
The shift retains part of the old rotation and enlarges the denominator that limits the response to \(\delta F_{ij}\). The occupations respond to \(\delta F_{ii}\) without any help from \(b\), so charge that oscillates through them needs another form of mixing.

For the chain at \(b=2\) eV, this procedure gives the unshifted density to within \(10^{-10}\) in every element. It takes 81 iterations against 22 without a shift; this small model did not need one, so the example confirms the fixed point but shows no gain in convergence.

The other remedy is to set \(b=0\) and iterate again from the shifted density. It works only if the unshifted iteration converges from there, which is not assured when the shift was needed in the first place. A single final diagonalization of \(F\) is not enough in general, because that \(F\) was built from the shifted density. At \(T=0.005\) eV the decision loses its importance for this chain: the densities for \(b=0\) and \(b=2\) eV agree within \(10^{-10}\). At \(T=0.15\) eV, an energy taken with the shift still in the occupations should not be reported as the smeared result.
